# Time steps for Debye polarization: exponential update and explicit Euler

## A field-free step

Consider a dielectric whose slow polarization \(P\) has been left behind after the field was switched off. In the Debye model it decays at a rate proportional to its size,

\[
\tau\frac{dP}{dt}=-P,\qquad P(t+h)=e^{-h/\tau}P(t),
\]

where \(\tau>0\) is the relaxation time and \(h\) the time step. Explicit Euler replaces the derivative by its value at the start of the step:

\[
P_{n+1}=P_n-\frac{h}{\tau}P_n=(1-x)P_n,\qquad x=\frac{h}{\tau}.
\]

For \(x=2.5\) the true factor is \(0.082\), while Euler's is \(-1.5\). The polarization should nearly vanish; Euler reverses it and enlarges it by half. Using the factor \(e^{-x}\) removes this fault. What remains is to treat a changing field equally carefully.

This choice arises in a real-time electronic-structure calculation whose environment, such as a continuum solvent, carries a relaxing polarization. The settings concerned are the update rule for that polarization and its time step. When the step follows electronic or nuclear motion (attoseconds to femtoseconds), it is far shorter than a picosecond relaxation time, so Euler's instability does not arise and only the order of accuracy and the evaluation of the weights matter. The large-step results below apply when the polarization is advanced in steps comparable to \(\tau\) or longer. A single linear relaxation is an idealisation that leaves out saturation in the strong fields near a solute.

## The model and the exponential update

For a field component \(E(t)\) the model is

\[
\tau\frac{dP}{dt}+P=Q(t),\qquad Q(t)=\varepsilon_0\,\Delta\varepsilon\,E(t).
\]

Here \(\Delta\varepsilon\) is the static relative permittivity minus its value after only the fast response, and \(Q\) is the polarization that would be reached if the present field were held. The fast polarization is added separately. Both \(\tau\) and \(\Delta\varepsilon\) are constant, and for now \(E(t)\) is prescribed. SI units and picoseconds suit this slow process better than atomic units.

Multiply the equation by \(e^{t/\tau}/\tau\). The left side becomes a total derivative:

\[
\frac{d}{dt}\left(e^{t/\tau}P\right)=\frac{1}{\tau}e^{t/\tau}Q(t).
\]

Integrate from \(t_n\) to \(t_n+h\), then multiply by \(e^{-(t_n+h)/\tau}\). With \(a=e^{-x}\),

\[
P(t_n+h)=aP(t_n)+\frac1\tau\int_0^h e^{-(h-s)/\tau}Q(t_n+s)\,ds .
\]

The kernel gives recent fields the greatest weight. No approximation has been made so far.

Now let the field be linear within the step:

\[
Q(t_n+s)=Q_n\left(1-\frac sh\right)+Q_{n+1}\frac sh .
\]

The weight of \(Q_{n+1}\) follows from the substitution \(u=(h-s)/\tau\), for which \(s/h=1-u/x\):

\[
\begin{aligned}
w_e&=\int_0^x e^{-u}\left(1-\frac ux\right)du\\
&=(1-a)-\frac{1-(1+x)a}{x}
=1-\frac{1-a}{x}.
\end{aligned}
\]

The two weights together are \(\int_0^x e^{-u}du=1-a\), so

\[
w_s=(1-a)-w_e=\frac{1-a}{x}-a .
\]

The update is therefore

\[
\boxed{P_{n+1}=aP_n+w_sQ_n+w_eQ_{n+1}}
\]

and, apart from rounding, it is exact for a field linear within each step. Steps may differ in length if the weights are recomputed. A kink must lie on a time node. At a jump, the step before it uses the left limit of the field and the step after it uses the right limit. In a test with random segments, including jumps and unequal steps, the largest deviation from a tight integration of the differential equation was \(2.4\times10^{-14}\), for fields scaled so that \(|Q|\le1\).

For \(x\ll1\), both weights tend to \(x/2\): the field enters through its average over the step. For \(x\gg1\), \(a\) is negligible, \(w_s\approx1/x\) and \(w_e\approx1-1/x\), so

\[
P_{n+1}\approx Q_{n+1}-\tau\,\frac{Q_{n+1}-Q_n}{h}.
\]

The polarization follows its equilibrium value with a lag \(\tau\), as it should in a slowly ramped field.

### Very small steps need a different evaluation

If the step is set by electronic motion, \(x\) can be tiny: one attosecond with \(\tau=10\) ps gives \(x=10^{-7}\). The formula for \(w_e\) then subtracts two nearly equal numbers. Expanding the exponential gives

\[
\frac{1-a}{x}=\sum_{k=0}^{\infty}\frac{(-1)^k x^k}{(k+1)!},
\qquad
w_e=\sum_{k=1}^{\infty}\frac{(-1)^{k+1}x^k}{(k+1)!}.
\]

Subtracting \(a=\sum_k(-1)^kx^k/k!\) from the first series, and using \(1/(k+1)!-1/k!=-k/(k+1)!\), gives

\[
w_s=\sum_{k=1}^{\infty}\frac{(-1)^{k+1}k\,x^k}{(k+1)!}.
\]

At \(x=10^{-8}\), direct double-precision evaluation of \(w_e\) has a relative error of about 22%. The figure depends on rounding: for \(x\) between \(10^{-8}\) and \(1.2\times10^{-8}\) it ranges from under 1% to nearly 100%. Computing \(1-a\) with a library function for \(e^{z}-1\) lowers the error to about \(2\times10^{-8}\), and the series removes the cancellation altogether; switching at \(x=0.5\), with 17 terms, agreed with high-precision quadrature.

## Stability under a prescribed field

Take two runs with the same field but different initial polarizations. The field terms cancel in their difference \(\delta_n\), leaving

\[
\delta_{n+1}^{\rm exp}=a\,\delta_n^{\rm exp},\qquad
\delta_{n+1}^{\rm Euler}=(1-x)\,\delta_n^{\rm Euler}.
\]

Since \(0<a<1\) for every \(x>0\), the exponential update forgets its initial state at the correct rate for any step. Euler's differences decay for \(0<x<2\), keep their size at \(x=2\), and grow for \(x>2\). Between \(x=1\) and \(x=2\) they decay with alternating sign. After 200 steps an initial difference of 1 became \(7.1\times10^{-10}\) at \(x=1.9\), stayed at 1 at \(x=2\), and reached \(1.9\times10^8\) at \(x=2.1\).

A second property matters for forced motion. The weights \(w_s\) and \(w_e\) are integrals of a positive kernel times non-negative functions, so they are positive, and \(a+w_s+w_e=1\). Each new \(P\) is thus a weighted average of the old \(P\) and two values of \(Q\). It cannot leave the range spanned by the initial polarization and the values of \(Q\) at the nodes.

The forced Euler update is \(P_{n+1}=(1-x)P_n+xQ_n\), which is such an average for \(x\le1\). For \(x>1\) one coefficient is negative. Starting from \(P=0\) in a constant field, the first step already gives \(xQ>Q\).

## Accuracy in a smooth field

### The exponential update

The error now comes from replacing the field by its chord. Let \(L(s)\) be the chord, write \(Q(s)\) for \(Q(t_n+s)\), and assume that \(Q\) has a continuous second derivative within the step, up to its ends. For a fixed interior \(s\), choose \(K\) so that

\[
g(r)=L(r)-Q(r)-K\,r(h-r)
\]

vanishes at \(r=s\). It also vanishes at \(0\) and \(h\). With three zeros, \(g'\) has at least two zeros and \(g''\) at least one, at some \(\xi\). Since \(L''=0\), this means \(-Q''(\xi)+2K=0\), and hence

\[
L(s)-Q(s)=\tfrac12Q''(\xi)\,s(h-s).
\]

Let \(M\) bound \(|Q''|\) within all steps. With \(v=(h-s)/\tau\), the error added in one step is at most \(MD\), where

\[
\begin{aligned}
D&=\frac{\tau^2}{2}\int_0^x v(x-v)e^{-v}dv\\
&=\frac{\tau^2}{2}\Big\{x[1-(1+x)a]-[2-(x^2+2x+2)a]\Big\}\\
&=\frac{\tau^2}{2}\left[x(1+a)-2(1-a)\right].
\end{aligned}
\]

Earlier errors are multiplied by \(a\) at each step. If the initial polarization is exact, the error \(e_n=P_n-P(t_n)\) at fixed step length obeys

\[
|e_n|\le MD\,(1+a+\dots+a^{n-1})=MD\,\frac{1-a^n}{1-a}.
\]

Because \((1+a)/(1-a)=\coth(x/2)\),

\[
|e_n|\le M\tau^2\left[\frac x2\coth\frac x2-1\right](1-a^n).
\]

For a quadratic field \(Q''\) is constant, every inequality becomes an equality, and the error has the sign of \(Q''\).

Two simpler bounds help in choosing a step. Put \(y=x/2\). The power series

\[
y\cosh y-\sinh y=\sum_{k\ge1}\frac{2k\,y^{2k+1}}{(2k+1)!},
\]
\[
\frac{y^2}{3}\sinh y=\sum_{k\ge1}\frac{2k+1}{3}\,\frac{2k\,y^{2k+1}}{(2k+1)!}
\]

show term by term that \(y\coth y-1\le y^2/3\). Also \(\coth y-1=2/(e^{2y}-1)<1/y\), which gives \(y\coth y-1<y\). Therefore

\[
|e_n|\le \frac{Mh^2}{12}\qquad\text{and}\qquad |e_n|\le\frac{M\tau h}{2}.
\]

The first is the sharper for \(h<6\tau\), the second for \(h>6\tau\).

### Explicit Euler

For \(Q=Gt^2/2\), insert \(P=G(t^2/2+bt+c)\) into the differential equation. Matching powers of \(t\) gives \(b=-\tau\) and \(c=\tau^2\). In the Euler update the same form requires

\[
th+\frac{h^2}{2}+bh=-x(bt+c).
\]

The terms in \(t\) again give \(b=-h/x=-\tau\). The constant terms give

\[
c=\frac{\tau h-h^2/2}{x}=\tau^2-\frac{h\tau}{2}.
\]

Once the transient has died out, which requires \(x<2\), Euler's error is \(-Gh\tau/2\). The ratio of the two late error magnitudes, exponential to Euler, is

\[
R=\frac{(x/2)\coth(x/2)-1}{x/2}=\coth\frac x2-\frac2x .
\]

For small \(x\), \(R\approx x/6\), so the exponential update gains a full order in \(h\). As \(x\) rises, \(R\) grows: it is \(0.017\) at \(x=0.1\) and \(0.256\) at \(x=1.6\). Formally it tends to 1 for large \(x\), but beyond \(x=2\) Euler's slow solution is buried under a growing transient. At large steps, then, the main gain is stability and a correct transient, rather than a much smaller error in the slowly varying part.

The transient error can be found from a ramp \(Q=gt\) starting with \(P=0\). The true and Euler solutions are

\[
P(t)=g\left(t-\tau+\tau e^{-t/\tau}\right),
\]
\[
P_n=g\left[t_n-\tau+\tau(1-x)^n\right].
\]

Both start at zero, and substitution confirms each. Euler's error is therefore \(g\tau[(1-x)^n-e^{-nx}]\); the exponential update has none.

## Worked example

The model parameters are \(\tau=10\) ps, \(\Delta\varepsilon=50\) and \(E_0=10^5\) V/m, so \(Q_0=\varepsilon_0\Delta\varepsilon E_0=44.27\ \mu{\rm C/m^2}\). A step of 25 ps gives \(x=2.5\), \(a=0.0821\), \(w_s=0.2851\) and \(w_e=0.6328\).

**A pulse with straight edges.** The field rises linearly from zero to \(E_0\) in the first step and is held during the second. The exponential update gives, in \(\mu{\rm C/m^2}\),

\[
P_1=0.6328\times44.27=28.0,
\]
\[
P_2=0.0821\times28.0+(0.2851+0.6328)\times44.27=42.9 .
\]

These agree with the integrated differential equation. Euler gives \(P_1=0\), because it sees only the zero field at the start, and then \(P_2=2.5\times44.27=110.7\). Later in the pulse the field returns to zero, at 125 ps. From there to 200 ps the true polarization shrinks from \(-7.96\) to \(-0.004\), while Euler's goes from \(-96.8\) to \(326.8\).

**A kink inside a step.** Let the ramp reach \(E_0\) after 12.5 ps and the field then stay constant. One 25 ps step gives 28.0, the same as for the slower ramp, since the update receives the same end values. The true result is \(37.0\ \mu{\rm C/m^2}\), so the error is 24% of the true value. Two half steps, with the kink on a node, restore 37.0.

**A slow sine field.** Now let \(E=E_0\sin\omega t\) start at \(t=0\) with \(P=0\). The period is 1000 ps and the run lasts 2000 ps, so \(\omega\tau=0.0628\). The largest errors, in \(\mu{\rm C/m^2}\), are:

| \(h\) (ps) | Exponential, whole run | Euler, whole run | Euler, last period |
|---:|---:|---:|---:|
| 1 | 0.000145 | 0.0534 | 0.00871 |
| 10 | 0.0143 | 1.02 | 0.0872 |
| 16 | 0.0357 | 2.23 | 0.140 |
| 20 | 0.0546 | 3.15 | 2.96 |
| 25 | 0.0824 | \(3.4\times10^{14}\) | \(3.4\times10^{14}\) |

The exponential errors lie just below the bound, with \(M=Q_0\omega^2\). At 25 ps the bound is \(0.0828\ \mu{\rm C/m^2}\), or 0.19% of \(Q_0\). At 16 ps the last-period errors have the ratio \(0.0357/0.140=0.26\), as the quadratic-field result predicts for a field that varies slowly over \(h\) and \(\tau\).

Euler's larger errors over the whole run come from the start. There the sine is nearly a ramp with \(g\tau=Q_0\omega\tau=2.78\ \mu{\rm C/m^2}\). At \(h=10\) ps the first-step error is \(2.78\,e^{-1}=1.02\) in magnitude, as in the table. At \(h=20\) ps the transient never decays: its size 2.78, plus the slow error \(Q_0\omega^2h\tau/2=0.175\), gives about 2.96. At \(h=25\) ps there are 80 steps, and \(2.78\times1.5^{80}\approx3.4\times10^{14}\).

## When the field depends on the polarization

In a self-consistent calculation the polarization changes the charge density and hence the field. The sign of the net feedback matters. A polar solute in a continuum solvent typically becomes more polar, which by itself reinforces the solvent polarization. But the total field \(E\) also contains the depolarizing field of \(P\), which opposes it and can be the larger effect. A linear model shows what each sign does to stability. Let \(Q=F-\kappa P\), with \(F\) prescribed, \(\kappa>0\) for net opposing feedback and \(-1<\kappa<0\) for net reinforcing feedback.

A dielectric between plates with fixed charge \(\sigma\) per area shows how large \(\kappa\) can be. There \(\varepsilon_0\varepsilon_\infty E+P=\sigma\), where \(\varepsilon_\infty\) is the relative permittivity after only the fast response. Hence \(Q=(\Delta\varepsilon/\varepsilon_\infty)(\sigma-P)\) and \(\kappa=\Delta\varepsilon/\varepsilon_\infty\), which is 25 for \(\Delta\varepsilon=50\) and \(\varepsilon_\infty=2\).

If the feedback is frozen at its old value during the step, differences between runs are multiplied by \(a-\kappa(1-a)\). This exceeds \(-1\) only if

\[
\kappa<\frac{1+a}{1-a}=\coth\frac x2 .
\]

For large steps the limit approaches \(\kappa=1\), so the exponential update can become unstable through an opposing coupling. For \(-1<\kappa<0\) the factor lies between \(a\) and 1, and the differences decay for every step.

The exact factor is \(e^{-(1+\kappa)x}\), since the differential equation now relaxes with the time \(\tau/(1+\kappa)\). For small \(x\) the frozen factor differs from it by about \(-\kappa(1+\kappa)x^2/2\) per step, so over a fixed time the lagged coupling is only first-order accurate in \(h\). Explicit Euler has the factor \(1-(1+\kappa)x\), so its step limits contain \(\tau/(1+\kappa)\) in place of \(\tau\).

If instead \(Q_{n+1}=F_{n+1}-\kappa P_{n+1}\) is solved together with the update, the factor is

\[
\rho=\frac{a-\kappa w_s}{1+\kappa w_e}.
\]

Take \(\kappa\ge0\) first. Since \(a<1\) and the weights are positive, \(\rho<1\). Also,

\[
w_e-w_s=1+a-\frac{2(1-a)}{x}=\frac{2D}{x\tau^2}>0,
\]

because \(D\) is the integral of a positive function. Hence \(\kappa w_s-a<1+\kappa w_e\), which means \(\rho>-1\). For \(-1<\kappa<0\), the sum \(w_s+w_e=1-a\) gives \(0<\rho<1\). In this model the self-consistent update is thus stable for every step. Stability does not make its transient accurate, however. When \(\kappa w_s>a\), \(\rho\) is negative and the transient alternates in sign. For \(\kappa=25\) and \(x=2.5\), \(\rho=-0.42\), while the exact factor \(e^{-65}\) is practically zero. Finding the solution is a separate matter: plain iteration multiplies its error by \(-\kappa w_e\) in each round, so it converges only if \(|\kappa|w_e<1\). Under stronger opposing feedback, mixing only a small enough part of each new value into the old one restores convergence. With feedback, the self-consistent update is no longer exact, because the total field is not generally linear within a step.

## Choosing the setting

- **Update rule.** Prefer the exponential update when the field at the end of the step is available. With explicit Euler in a prescribed field, \(h<2\tau\) is needed for decay and \(h\le\tau\) to avoid alternating transients. With the linear feedback above, replace \(\tau\) by \(\tau/(1+\kappa)\) in both limits.
- **Step length.** In a prescribed field, let the field decide. For a sine field and an exact initial polarization, \((\omega h)^2/12\) bounds the exponential error relative to \(Q_0\). For \(\omega\tau\gg1\) the polarization itself is only of order \(Q_0/(\omega\tau)\), and the bound is then far from sharp. This bound does not carry over to a field with feedback, and reinforcing feedback can make the error much larger. Unless the linear feedback above is weak, \(h\) must also be small compared with \(\tau/(1+\kappa)\) if the transient is to be followed accurately. Stability does not help if the field changes unseen between nodes.
- **Switching events.** Put kinks and jumps on nodes, shortening a step if necessary. After a jump, start the next step from the new field value.
- **Tiny steps.** If \(h\) follows electronic motion and \(h\ll\tau\), Euler is stable in a prescribed field. The exponential update then offers second-order accuracy: halving \(h\) from 2 to 1 ps in the sine example reduced its last-period error by a factor of 4.00, against 2.00 for Euler. Its weights must be evaluated without cancellation.
- **Feedback.** If the polarization acts back on the field, solve for the end-of-step field self-consistently, with damped iteration if necessary. A lagged coupling is simpler, but it is only first-order accurate and is stable only if any opposing feedback is weak enough for the chosen step.

The numerical output gives the remaining steps of the pulse and the sine-field errors at 5 ps.

## Table of computed values

```
relaxation time tau = 10.0 ps
relaxation strength delta_eps = 50.0 (no unit)
field scale E0 = 1.0e+05 V/m
eps0*delta_eps*E0 = 44.2709 uC/m^2
large step h = 25.0 ps, h/tau = 2.50
decay factor a = 0.082085
start weight = 0.285081, end weight = 0.632834
Euler factor 1-h/tau = -1.50
Pulse: t (ps), E/E0, then P in uC/m^2: ODE, exponential, Euler
   0.0   0.0     0.00000     0.00000      0.0000
  25.0   1.0    28.01616    28.01616      0.0000
  50.0   1.0    42.93667    42.93667    110.6773
  75.0  -0.5     2.13718     2.13718    -55.3387
 100.0  -0.5   -20.14305   -20.14305     27.6693
 125.0   0.0    -7.96384    -7.96384    -96.8427
 150.0   0.0    -0.65371    -0.65371    145.2640
 175.0   0.0    -0.05366    -0.05366   -217.8960
 200.0   0.0    -0.00440    -0.00440    326.8440
largest exponential-ODE gap = 1.5e-12 uC/m^2
kink inside step, true P = 37.0311 uC/m^2
kink inside step, one full step = 28.0162 uC/m^2
kink on node, two half steps = 37.0311 uC/m^2
Sine field: period = 1000 ps, run = 2000 ps
omega*tau = 0.06283 (no unit)
Largest |error| in uC/m^2; all = whole run, last = last period
h (ps), h/tau, bound, exp all, exp last, Euler all, Euler last
  1.0  0.1 1.456e-04 1.453e-04 1.453e-04 5.335e-02 8.706e-03
  5.0  0.5 3.626e-03 3.619e-03 3.619e-03 3.276e-01 4.356e-02
 10.0  1.0 1.433e-02 1.430e-02 1.430e-02 1.023e+00 8.719e-02
 16.0  1.6 3.579e-02 3.572e-02 3.572e-02 2.228e+00 1.397e-01
 20.0  2.0 5.471e-02 5.460e-02 5.460e-02 3.153e+00 2.959e+00
 25.0  2.5 8.277e-02 8.241e-02 8.241e-02 3.407e+14 3.407e+14
Last-period error ratio, h = 2 ps over h = 1 ps (no unit):
exponential 3.9980, Euler 2.0004
Quadratic field, late |error| ratio exponential/Euler (no unit):
h/tau = 0.1: 0.01666
h/tau = 1.0: 0.16395
h/tau = 1.6: 0.25594
Euler, gap of two runs after 200 steps, initial gap 1 (no unit):
h/tau = 1.9: 7.055e-10
h/tau = 2.0: 1.000e+00
h/tau = 2.1: 1.899e+08
random segments, largest gap to ODE = 2.4e-14 (no unit)
unprotected end weight at h/tau = 1e-08: relative error 0.215
```
